# Stable and unstable charging of an insulator at unit electron yield, part 1

(Sections cited here and not found follow in the second part.)

## 1. From charge counting to the two crossovers

**Q.** An insulator under an electron beam is said to settle where each arriving electron releases, on average, one electron. But a yield curve can pass through one at two different energies. The charge balances at both of them, so why should either be preferred?

**A.** Balance tells us that a potential can stay where it is. It does not tell us what happens after a small displacement, and for that we need the equation of motion of the potential.

Take an insulating plate of thickness $d$ on a grounded metal backing. Its front surface faces a flat collector at potential $V_c$, a distance $D$ away, and an electron beam passes through the collector and strikes the plate uniformly. The plate and the beam are much wider than $d$ and $D$, so the problem is one-dimensional. Let $V$ be the potential just outside the front surface, measured from ground.

I write $e>0$ for the elementary charge, so an electron carries $-e$. The beam is monoenergetic: an electron has kinetic energy $E_0$ where the potential is zero. I call $E_0$ the gun energy.

**Q.** If the beam is monoenergetic, then the yield is a fixed number. How can the surface adjust anything?

**A.** The gun energy is fixed, but the energy at impact is not. An electron at potential $V$ has potential energy $-eV$. Energy conservation between a point at zero potential and the surface gives

$$E_0 = E - eV, \qquad\text{so}\qquad E = E_0+eV .$$

Here $E$ is the landing energy. A negative surface slows the electrons and a positive surface speeds them up. The collector potential does not appear, because the field between gun and surface is conservative. What an electron gains on the way to the collector is accounted for when it reaches the surface.

The total yield $\sigma(E)$ is the mean number of electrons emitted per electron that lands. It includes the true secondaries and the backscattered primaries. Since $E$ depends on $V$, the yield depends on the charge already stored, and that is the feedback we have to study.

**Q.** How is the stored charge related to $V$? The surface sees both the backing and the collector.

**A.** Let $Q$ be the charge per unit area, and suppose for now that it lies at the surface. Inside the plate the field pointing towards the backing is $V/d$. In the gap the field pointing towards the collector is $(V-V_c)/D$. Gauss's law says that the displacement leaving the surface on its two sides adds up to $Q$:

$$Q=\frac{\varepsilon_r\varepsilon_0}{d}V+\frac{\varepsilon_0}{D}(V-V_c).$$

Define $C_g=\varepsilon_0/D$ and $C=\varepsilon_r\varepsilon_0/d+C_g$. Collecting the terms in $V$ gives

$$Q=CV-C_gV_c,\qquad V=\frac{Q+C_gV_c}{C}.$$

At fixed $V_c$ a change of charge therefore produces $dV=dQ/C$. The collector potential displaces the starting value of $V$ but leaves the capacitance unchanged.

**Q.** Now the sign. Electrons arrive and electrons leave, and both are negative. I would like to see the bookkeeping.

**A.** One landing electron adds $-e$. The electrons that leave take away $-e\sigma$ on average, which adds $+e\sigma$ to the surface. The net gain is $e(\sigma-1)$. Let $J>0$ be the magnitude of the incident current density, so that $J/e$ electrons land per unit area and time. If all emitted electrons are collected and no charge leaks through the plate, then

$$\frac{dQ}{dt}=\frac{J}{e}\,e(\sigma-1)=J(\sigma-1),$$

and, after division by $C$,

$$C\frac{dV}{dt}=J\left[\sigma(E_0+eV)-1\right].$$

A yield above one makes the surface more positive. Because $E_0$ is constant, $dE/dt=e\,dV/dt$, and so

$$\frac{dE}{dt}=\frac{eJ}{C}\left[\sigma(E)-1\right].$$

This form shows that the gun energy drops out of the motion of $E$. It enters again when we convert a landing energy into a potential.

**Q.** What do you assume about the yield curve?

**A.** For the proof I assume that $\sigma$ is smooth and that there are two energies $E_1<E_2$ with

- $\sigma<1$ for $0\le E<E_1$,
- $\sigma>1$ for $E_1<E<E_2$,
- $\sigma<1$ for $E>E_2$.

I call $E_1$ the first crossover and $E_2$ the second. I also take the slopes there to be nonzero, so $\sigma'(E_1)>0$ and $\sigma'(E_2)<0$. The corresponding potentials are

$$V_1=\frac{E_1-E_0}{e},\qquad V_2=\frac{E_2-E_0}{e}.$$

Both make the right-hand side vanish, so both are steady.

**Q.** Then displace the surface a little from $V_2$ and tell me what the electrons do.

**A.** Suppose the surface becomes slightly too negative. The electrons land with less energy than $E_2$, where the yield exceeds one. More electrons leave than arrive, and the surface becomes more positive again. If it is slightly too positive, the electrons land above $E_2$, the yield is below one, and electrons accumulate until the excess is gone. Either way the change opposes the displacement.

At $V_1$ the same reasoning gives the opposite result. A slightly too negative surface receives electrons with $E<E_1$. The yield is then below one, so more negative charge accumulates and the landing energy falls further. A slightly too positive surface emits more than it receives and continues to rise.

**Q.** That is persuasive as a picture. But a restoring tendency can overshoot, and a pendulum also has one. How do you exclude oscillation about $V_2$?

**A.** The equation is of first order in time, with no inertia. The rate at a given instant is set by $E$ alone. To go from one side of $E_2$ to the other, $E$ would have to pass through $E_2$. I can show that it does not even reach $E_2$ in a finite time.

Write $E_*$ for either crossover. Since $\sigma$ is smooth and $\sigma(E_*)=1$, there is a finite constant $M$ such that, near $E_*$,

$$|\sigma(E)-1|\le M|E-E_*| .$$

Separate the variables in the equation for $E$. The time needed to go from distance $a$ to a smaller distance $b$ from $E_*$ obeys

$$t=\frac{C}{eJ}\int_b^a\frac{ds}{|\sigma-1|}\ \ge\ \frac{C}{eJM}\int_b^a\frac{ds}{s}=\frac{C}{eJM}\ln\frac{a}{b},$$

where $s=|E-E_*|$. The right-hand side grows without limit as $b\to0$. A surface that starts off a crossover therefore stays on its own side of it, and there is no overshoot in this model.

**Q.** Staying on one side is not the same as arriving. Could the energy stop short of $E_2$?

**A.** Start with $E_1<E<E_2$. There $\sigma>1$, so $E$ rises, and it remains below $E_2$. A rising quantity with an upper limit approaches some value $L\le E_2$. If $L$ were less than $E_2$, then $\sigma(L)-1$ would be positive. By continuity the rate would stay above some fixed positive number once $E$ was near $L$, and $E$ would pass $L$ after a finite time. That contradicts the meaning of $L$, so $L=E_2$.

For a start above $E_2$, the energy falls and remains above $E_2$. The same argument with the signs reversed gives $E\to E_2$. The distance to $E_2$ decreases at every instant in both cases. So a small displacement stays small and finally vanishes, which is the meaning of asymptotic stability.

The result for $E_1$ follows from the same flow. A start above it, however close, moves away towards $E_2$, and a start below it moves towards lower energies. No neighbourhood of $E_1$ holds the surface, so $V_1$ is unstable.

**Q.** What stops the fall below $E_1$? The yield has no further crossover there.

**A.** The beam itself stops it. Let the starting energy be $E_s<E_1$. On the closed interval from $0$ to $E_s$ the continuous function $\sigma-1$ is negative, so its largest value there is some $-m$ with $m>0$. Then $dE/dt\le-eJm/C$, and the landing energy reaches zero within

$$t\le\frac{C}{eJ}\,\frac{E_s}{m}.$$

At that moment $V=-E_0/e$. The electrons are brought to rest at the surface, and if the surface were any more negative they would turn back before reaching it. This end state is a cutoff of the incident current and not a balance at unit yield.

Its stability is also of a different kind. If the surface is made slightly more positive, electrons land again and drive it back. If it is made more negative, no electrons land, nothing restores it, and it stays where it was put. The point $E_1$ thus separates two fates: the second crossover above it and the cutoff below it.

**Q.** Can you say how fast these things happen near the crossovers?

**A.** Set $V=V_*+u$, where $V_*$ is $V_1$ or $V_2$ and $u$ is small. Then $E=E_*+eu$, and the Taylor expansion of the yield is

$$\sigma(E_*+eu)=1+\sigma'(E_*)\,eu+O(u^2).$$

Insert this into the charging law. The ones cancel and, to first order in $u$,

$$\frac{du}{dt}=k\,u,\qquad k=\frac{eJ\,\sigma'(E_*)}{C},\qquad u(t)=u(0)\,e^{kt}.$$

Since $e$, $J$ and $C$ are positive, $k$ has the sign of the slope. It is negative at $E_2$, where displacements decay, and positive at $E_1$, where they grow. A larger current or a smaller capacitance makes both processes faster without changing either sign. When $\sigma'$ is given per eV, the product $e\sigma'$ has the same number per volt.

**Q.** You assumed the shape of the yield curve. Is there a physical reason for two crossovers, or did you draw the curve to suit the conclusion?

**A.** A simple emission model produces the shape. Let a primary electron travel straight in to a range $R=aE^n$ with $n>1$, losing its energy uniformly. Over a path element $dx$ it loses $(E/R)\,dx$ and creates one internal secondary for each energy $w_s$ lost. A secondary created at depth $x$ escapes with probability $p\,e^{-x/\lambda}$, where $\lambda$ is an escape length. The secondary yield is then

$$\delta(E)=\frac{p}{w_s}\frac{E}{R}\int_0^R e^{-x/\lambda}\,dx
=\frac{p}{w_s}\frac{E\lambda}{R}\left(1-e^{-R/\lambda}\right).$$

With $y=R/\lambda$, which is proportional to $E^n$, this becomes

$$\delta(E)=\frac{p}{w_s}\,E\,\frac{1-e^{-y}}{y}.$$

At low energy $y$ is small and the last fraction tends to one. The secondaries are created near the surface, and $\delta$ rises in proportion to $E$. At high energy $e^{-y}$ is negligible and $\delta\propto E/y\propto E^{1-n}$, which falls because most secondaries are created too deep to escape.

**Q.** A rise followed by a fall could still have bumps between them, and then there might be four crossovers.

**A.** Take the logarithmic slope. Because $y\propto E^n$, we have $dy/d\ln E=ny$. Differentiating $\ln\delta=\text{const}+\ln E+\ln(1-e^{-y})-\ln y$ gives

$$\frac{d\ln\delta}{d\ln E}=1+\frac{ny\,e^{-y}}{1-e^{-y}}-n=1-n+\frac{ny}{e^y-1}.$$

The function $y/(e^y-1)$ falls steadily from one to zero. To see this, note that its derivative has the sign of $h(y)=e^y-1-ye^y$. Here $h(0)=0$ and $h'(y)=-ye^y<0$, so $h<0$ for $y>0$.

The logarithmic slope therefore falls steadily from $1$ to $1-n$ and vanishes once. The model has a single maximum, at an energy I call $E_m$. The value $z$ of $y$ at this maximum satisfies

$$e^z-1=\frac{n}{n-1}\,z .$$

Let $\delta_m$ be the maximum of $\delta$, and let a constant fraction $\eta$ of the primaries be backscattered, so $\sigma=\eta+\delta$. If $\eta<1<\eta+\delta_m$, the yield starts below one, rises above one, and later falls below it. There is one crossing on the rising side and one on the falling side, and no more. Neither slope can be zero, because the slope vanishes only at the maximum, where $\sigma>1$.

**Q.** And if the maximum does not exceed one?

**A.** If $\eta+\delta_m<1$, there is no crossover, and in this model every start runs down to the cutoff. If the maximum just touches one, there is a single steady energy with $\sigma<1$ on both sides. It attracts from above and repels below, so it is not stable. The claim about two crossovers needs a maximum above one.

## 2. Numbers, collected electrons and leakage

**Q.** Before we turn to numbers, please restate what is carried over.

**A.** The surface potential is $V$, the gun energy is $E_0$, and the landing energy is $E=E_0+eV$. The incident current density is $J$, and $C$ is the capacitance per area, of which $C_g=\varepsilon_0/D$ belongs to the gap of width $D$. The plate has thickness $d$, and the collector is at $V_c$. The yield is $\sigma=\eta+\delta(E)$, with backscattered fraction $\eta$ and secondary yield $\delta$. With full collection and no leakage,

$$C\frac{dV}{dt}=J(\sigma-1),\qquad k=\frac{eJ\sigma'(E_*)}{C}.$$

The rate $k$ governs small displacements from a crossover $E_*$. It is positive at $E_1$ and negative at $E_2$. Below $E_1$ the surface runs to $V=-E_0/e$, where the beam turns back. The emission model, written relative to its maximum $\delta_m$ at $E_m$, is

$$\delta=\delta_m\left(\frac{E}{E_m}\right)^{1-n}\frac{1-e^{-y}}{1-e^{-z}},\qquad y=z\left(\frac{E}{E_m}\right)^n .$$

**Q.** Choose a case that someone might meet.

**A.** Consider an insulating carrier wafer on a grounded chuck under a broad electron flood beam. I take $d=0.50$ mm, $D=20$ mm, $\varepsilon_r=4.0$ and $J=10$ nA/cm². For the yield I take $\delta_m=2.5$ at $E_m=400$ eV, $\eta=0.15$ and $n=5/3$. These are rough typical values and describe no particular material.

The equation for $z$ gives $z=1.619$, and the crossovers are at $E_1=70.4$ eV and $E_2=2810$ eV. At both of them $\delta=1-0.15=0.85$. At $E_2$ the exponential terms are negligible, the logarithmic slope is $1-n=-2/3$, and

$$\sigma'(E_2)=-\frac23\,\frac{0.85}{2810\ \text{eV}}=-2.02\times10^{-4}\ \text{eV}^{-1}.$$

At $E_1$ the slope is $1.12\times10^{-2}$ per eV, about 55 times larger in magnitude.

The capacitance is $C=7.13$ pF/cm², so $J/C=1.40\times10^3$ V/s. Multiplying by the slopes gives $k=15.7$ s⁻¹ at $E_1$ and $k=-0.283$ s⁻¹ at $E_2$. A small displacement grows by a factor $e$ in 64 ms at the first crossover and shrinks by the same factor in 3.5 s at the second.

**Q.** Electrons arrive one by one and are emitted at random. Does your smooth equation survive that?

**A.** It can be tested by counting electrons without using the rate equation. For each landing electron, draw the number of secondaries from a Poisson distribution with mean $\delta(E)$, add a backscattered electron with probability $\eta$, and then change the potential of a model patch by a fixed step per unit of charge. The step is chosen to keep the count short. This tests the averaging over random emission and does not describe a real patch of micrometre size, for which the one-dimensional capacitance would not hold.

Near $E_1$, I let each unit of charge change the potential by 0.05 V and followed 1000 landing electrons on each of 2000 patches. Initial offsets of $+5$ and $-5$ eV became $+8.73$ and $-8.76$ eV on average. The linear law predicts $5\,e^{0.01118\times50}=8.75$ eV in magnitude.

Near $E_2$, I used 1 V per charge and 2500 landing electrons on 1000 patches. Offsets of $+150$ and $-150$ eV shrank to $+92.8$ and $-89.8$ eV, against 90.6 eV from the linear law. The larger discrepancy is 2.4 percent of the linear value. Sampling noise and the curvature of the yield both contribute to it, and I have not separated them.

With full collection and no leakage, the second crossover is stable and the first is unstable, and the example wafer now has numbers for both crossovers and their rates. It remains to find where the wafer settles for a given gun and collector, and how leakage, buried charge and other effects limit the result.

All numerical values are calculated from the stated model.
